# Half coverage of a periodic lattice gas from particle-hole symmetry, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exchange of particles and holes

Molecules adsorb on a square lattice of $M$ sites with periodic boundaries. Both sides of the lattice are at least three sites long, so the four nearest neighbours of a site are four different sites. The occupation $n_i$ is 1 if site $i$ holds a molecule and 0 if it is empty. The energy of a configuration $n=(n_1,\dots,n_M)$ is

$$E(n)=-wB(n),\qquad B(n)=\sum_{\langle ij\rangle}n_in_j ,$$

where each nearest-neighbour pair is counted once. A positive $w$ is an attraction. The number of molecules is $N(n)=\sum_i n_i$.

The layer exchanges molecules with a reservoir at temperature $T$ and chemical potential $\mu$. A configuration then has the probability

$$P(n)=\frac{e^{-K_\mu(n)/kT}}{\Xi(\mu)},\qquad K_\mu(n)=-wB(n)-\mu N(n),$$

with $\Xi(\mu)=\sum_n e^{-K_\mu(n)/kT}$. The mean coverage is $\theta(\mu)=\langle N\rangle/M$.

No energy is assigned to a single occupied site. This is a choice of zero: $\mu$ is measured from the free energy of one isolated adsorbed molecule, which contains its binding energy and its vibrations. Part (i) restores that free energy when $\mu$ is converted to a pressure.

### (a) Counting bonds

**Question.** Replace every molecule by a vacancy and every vacancy by a molecule. How do $N$ and $B$ change?

**Solution.** The exchange is $n_i\to 1-n_i$ on every site. The number of molecules becomes

$$N(1-n)=\sum_i(1-n_i)=M-N(n).$$

For the bonds, expand the product:

$$B(1-n)=\sum_{\langle ij\rangle}(1-n_i)(1-n_j)=\sum_{\langle ij\rangle}1-\sum_{\langle ij\rangle}(n_i+n_j)+\sum_{\langle ij\rangle}n_in_j .$$

The first sum is the number of bonds. Each site has four bonds and each bond belongs to two sites, so there are $4M/2=2M$ bonds. In the second sum a given $n_i$ appears once for each bond that ends on site $i$, which is four times. That sum is therefore $4N$. Hence

$$B(1-n)=2M-4N(n)+B(n).$$

A single molecule on a $3\times3$ lattice illustrates the count. It has $N=1$ and $B=0$, so its partner should have $18-4=14$ occupied bonds. The partner is a full layer of 18 bonds with one vacancy, and the vacancy removes four of them.

Periodicity enters through the factor 4. If some sites had fewer neighbours, the second sum would depend on where the molecules sit, and not on their number alone.

### (b) The statistical weight after the exchange

**Question.** Show that the exchanged configuration has the weight of the original configuration at another chemical potential $\mu'$, apart from a constant factor. Find $\mu'$.

**Solution.** Insert the results of (a) into $K_\mu$:

$$K_\mu(1-n)=-w(2M-4N+B)-\mu(M-N).$$

Collect the terms according to whether they contain $B$, $N$ or neither:

$$K_\mu(1-n)=-wB+(4w+\mu)N-(2w+\mu)M .$$

The first two terms have the form $-wB-\mu'N$ if $\mu'=-(4w+\mu)$. Therefore

$$K_\mu(1-n)=K_{\mu'}(n)-(2w+\mu)M,\qquad \mu'=-4w-\mu .$$

The last term is the same for every configuration. It multiplies all weights by one factor, which disappears on normalization.

The value $-4w$ in $\mu'$ has a direct meaning. Removing a molecule from a full layer breaks four bonds and costs $4w$, whereas adding a molecule to an empty layer costs nothing. Vacancies in a full layer thus behave as molecules in an empty one, once this difference is absorbed into the chemical potential.

### (c) The coverage

**Question.** Derive a relation between $\theta(\mu)$ and $\theta(\mu')$. At which chemical potential does it fix the coverage, and at what value?

**Solution.** Write the coverage as a sum over all configurations. The exchange is one-to-one, so the sum may equally run over the exchanged configurations:

$$\theta(\mu)=\frac{\sum_n N(1-n)\,e^{-K_\mu(1-n)/kT}}{M\sum_n e^{-K_\mu(1-n)/kT}} .$$

With the result of (b), the constant factor $e^{(2w+\mu)M/kT}$ appears in numerator and denominator and cancels. With $N(1-n)=M-N(n)$,

$$\theta(\mu)=\frac{\sum_n[M-N(n)]\,e^{-K_{\mu'}(n)/kT}}{M\sum_n e^{-K_{\mu'}(n)/kT}}=1-\theta(\mu').$$

The relation is

$$\theta(\mu)+\theta(-4w-\mu)=1 .$$

It relates two different chemical potentials unless they coincide. They coincide when $\mu=-4w-\mu$, that is, at

$$\mu=-2w,\qquad\text{where}\qquad \theta(-2w)=\tfrac12 .$$

Neither the temperature nor the size of the lattice enters. The sign of $w$ was not used either, so the result also holds for repulsion. For $w=0$ it reduces to independent sites, which are half filled at $\mu=0$.

At $\mu=-2w$ the constant in (b) vanishes too, and each configuration has the same weight as its partner. The whole distribution of the number of molecules is then symmetric:

$$P(N)=P(M-N).$$

For odd $M$ no configuration is half filled, but the mean is still one half. The symmetry fixes the mean and says nothing yet about whether coverages near one half are likely.

The value $-2w$ can be read in two ways. It is the energy per molecule of a full layer, which has two bonds per site; empty and full layers therefore have the same weight. It is also the energy of a molecule with two occupied neighbours out of four.

### (d) Uniqueness

**Question.** Can another chemical potential also give half coverage on a finite lattice?

**Solution.** Differentiate the mean number. Since $\partial e^{-K_\mu/kT}/\partial\mu=(N/kT)e^{-K_\mu/kT}$, the quotient rule gives

$$\frac{\partial\langle N\rangle}{\partial\mu}=\frac{1}{kT}\left[\frac{\sum_n N^2e^{-K_\mu/kT}}{\Xi}-\left(\frac{\sum_n Ne^{-K_\mu/kT}}{\Xi}\right)^2\right].$$

The bracket is the variance of $N$, so

$$\frac{d\theta}{d\mu}=\frac{\langle N^2\rangle-\langle N\rangle^2}{M\,kT}.$$

At $T>0$ every configuration has a positive probability, and $N$ takes more than one value. The variance is therefore positive and $\theta$ rises strictly with $\mu$. It passes through one half once. On a finite periodic lattice, half coverage and $\mu=-2w$ imply each other.

A numerical case of the slope is a $4\times4$ lattice with $w=0.05$ eV, $T=400$ K and $\mu=-0.093$ eV. A finite difference of the enumerated coverage and the enumerated variance both give 25.28 per eV.

### (e) A layer with a fixed number of molecules

**Question.** In some simulations $N$ is held fixed and the chemical potential is deduced from the free energy $F(N)$. What does the symmetry say for even $M$ at half coverage?

**Solution.** The fixed-number free energy is

$$F(N)=-kT\ln\sum_{n:\,N(n)=N}e^{-E(n)/kT}.$$

From (a), the energy of an exchanged configuration is

$$E(1-n)=-w(2M-4N+B)=E(n)-2wM+4wN .$$

All configurations with $N$ molecules are shifted by the same amount, and their partners are all the configurations with $M-N$ molecules. Hence

$$F(M-N)=F(N)-2wM+4wN .$$

Set $N=M/2-1$, so that $M-N=M/2+1$:

$$F(\tfrac M2+1)-F(\tfrac M2-1)=-2wM+4w(\tfrac M2-1)=-4w .$$

The central difference over two molecules is

$$\frac{F(M/2+1)-F(M/2-1)}{2}=-2w .$$

The same chemical potential thus follows without a reservoir, again at any temperature.

### (f) Which changes of the model preserve the result?

**Question.** Consider in turn a site energy $\varepsilon$ equal on all sites, an attraction $w_2$ between second neighbours, open edges, an attraction $t$ among bent groups of three sites, and a few deeper sites. Which of them move the half-coverage point by a known amount? In which direction do the others move the coverage at $\mu=-2w$, if $w>0$?

**Solution.** A common site energy adds $\varepsilon N$ to $K_\mu$. It appears in the combination $\mu-\varepsilon$, so the point moves to $\mu=\varepsilon-2w$.

Each site has four second neighbours, across the diagonals. The count in (a) applies to these pairs without change, provided the four are different sites. Under the exchange their energy changes by $-w_2(2M-4N)$, just as that of the first neighbours changes by $-w(2M-4N)$, and the point moves to

$$\mu=-2w-2w_2 .$$

For the other changes it helps to use the variable $s_i=2n_i-1$, which is $+1$ on an occupied site and $-1$ on an empty one. Let site $i$ have $z_i$ neighbours. With $n_i=(1+s_i)/2$,

$$-wn_in_j=-\frac w4(1+s_i+s_j+s_is_j),\qquad -\mu n_i=-\frac\mu2(1+s_i).$$

In the sum over bonds, $s_i$ appears $z_i$ times. Up to a constant,

$$K_\mu=-\frac w4\sum_{\langle ij\rangle}s_is_j-\sum_ih_is_i,\qquad h_i=\frac\mu2+\frac{wz_i}{4}.$$

This is an Ising magnet with coupling $J=w/4$ in the field $h_i$. For $z_i=4$ and $\mu=-2w$ the field is zero everywhere, which is the symmetry of (c) in another form.

The changes have the following effects at $\mu=-2w$:

- An edge site with $z_i=3$ feels the field $h_i=-w/4$.
- A site deeper by $d$ adds $-dn_i$ to the energy and feels $h_i=+d/2$.
- A three-site term $-tn_in_jn_k$ equals $-(t/8)(1+s_i)(1+s_j)(1+s_k)$. It adds positive fields, positive pair couplings and a positive coupling $s_is_js_k$.

Suppose first that all couplings and fields are positive or zero, and that at least one field is positive. Write the mean of $s_k$ as

$$\langle s_k\rangle=\frac1Z\sum_s s_k\prod_A e^{c_As_A/kT},\qquad c_A\ge0,$$

where $s_A$ is a single $s_i$ or a product of two or three of them. Expand every exponential in its power series. Each term is a non-negative number times a product of powers of the $s_i$. Its sum over $s_i=\pm1$ is $2^M$ if all powers are even, and zero otherwise. Hence $\langle s_k\rangle\ge0$.

At least one term is positive. Take the pair couplings along a path from site $k$ to a site with a positive field, and then the field term at its end. Together with the factor $s_k$, every variable on the path occurs twice. Therefore $\langle s_k\rangle>0$ on every site of a connected lattice.

Deeper sites and three-site attraction thus raise the coverage above one half. With open edges the fields are negative or zero. Reversing all $s_i$ leaves the pair couplings unchanged and makes the fields positive or zero, so the same argument gives $\langle s_k\rangle<0$. Open edges lower the coverage below one half.

These arguments give the direction and not the size. The size depends on how strongly the layer responds, and this is computed for an example in (k).

## Second half: phases, simulation and pressure

The periodic square lattice has $M$ sites, occupations $n_i$, nearest-neighbour attraction $w$ and chemical potential $\mu$, measured from the free energy of one isolated adsorbed molecule. The coverage obeys $\theta(\mu)+\theta(-4w-\mu)=1$, so it is one half at $\mu=-2w$, where also $P(N)=P(M-N)$. In the variables $s_i=2n_i-1$ the model at this point is an Ising magnet with coupling $J=w/4$ and zero field. From here on $w>0$.

### (g) Does a large layer really sit at half coverage?

**Question.** The mean is one half for every finite $M$. Show that a large layer at low temperature can nevertheless stay away from half coverage, and find the temperature below which this happens.

**Solution.** Take a large region at $\mu=-2w$ and hold the sites around it empty. Draw a wall segment between each pair of unlike neighbours. If a given site inside is occupied, at least one closed wall surrounds it.

Consider one such wall of length $L$. Exchanging molecules and vacancies everywhere inside it removes this wall and leaves all others in place. Each segment of wall costs $2J=w/2$, because $-Js_is_j$ changes from $-J$ to $+J$. The probability that this particular wall is present is therefore at most $x^L$, with

$$x=e^{-w/(2kT)} .$$

A wall of length $L$ around the site must cross the horizontal line to its right within a distance $L/2$. This leaves at most $L/2$ places to start, and at most three directions at each of the $L-1$ further steps. The probability that the site is occupied is then bounded by

$$P(n_i=1)\le\sum_{L=4,6,\dots}\frac L2\,3^{L-1}x^L .$$

The right side does not depend on the size of the region, and it tends to zero as $x\to0$. At low enough temperature an arbitrarily large layer with an empty surrounding stays dilute. By symmetry, a layer with a full surrounding stays dense. Two phases coexist at $\mu=-2w$, and the mean of one half on the periodic lattice is the equal mixture of both.

The critical temperature follows from comparing two expansions of the Ising partition function $Z$. Let $\kappa=J/kT=w/(4kT)$. Counting walls from a uniform layer gives

$$Z=2e^{2M\kappa}\sum_G e^{-2\kappa L(G)},$$

where $G$ runs over all sets of closed walls. The second expansion uses $e^{\kappa s_is_j}=\cosh\kappa\,(1+s_is_j\tanh\kappa)$, which holds for $s_is_j=\pm1$. After the sum over all $s_i$, the surviving terms are those in which an even number of chosen bonds meet at each site. These are again closed figures:

$$Z=2^M(\cosh\kappa)^{2M}\sum_G(\tanh\kappa)^{L(G)} .$$

Figures that wind around the periodic lattice are treated differently in the two sums, but this does not affect the free energy per site of a large lattice. The two sums agree if the second is taken at $\kappa^*$ with $\tanh\kappa^*=e^{-2\kappa}$. A singularity of the free energy at $\kappa$ thus implies one at $\kappa^*$. The Ising magnet on this lattice is known to have a single transition, so there $\kappa=\kappa^*$. With $x=e^{-2\kappa}$,

$$\frac{1-x}{1+x}=x\;\Rightarrow\;x^2+2x-1=0\;\Rightarrow\;x=\sqrt2-1 .$$

Since $1/(\sqrt2-1)=\sqrt2+1$, this means $w/(2kT_c)=\ln(1+\sqrt2)$, or

$$kT_c=\frac{w}{2\ln(1+\sqrt2)} .$$

Below $T_c$ the coverages of the two phases follow from the known spontaneous magnetization of the Ising magnet, which is quoted here without derivation:

$$\theta_\pm=\frac12\pm\frac12\left[1-\sinh^{-4}\!\left(\frac{w}{2kT}\right)\right]^{1/8}.$$

The exchange of molecules and vacancies fixes the mean coverage at one half at $\mu=-2w$ on every finite periodic lattice, but below $T_c$ a large layer settles in a dilute or a dense phase. What remains is to see how this appears in a Monte Carlo run, to convert the chemical potential to a pressure, and to apply the result to water on an oxide surface and examine what the model leaves out.
